**Global EDIIS by face enumeration, squared variables, and a DIIS blend**

The program minimises \(f(c)=\sum_i c_iE_i-\frac14\sum_{ij}c_ic_jM_{ij}\) over nonnegative weights that sum to one, where \(M_{ij}=\mathrm{Tr}(F_i-F_j)(P_i-P_j)\), and \(P_i\), \(F_i\), \(E_i\) are stored total density matrices, Fock matrices and energies. It asserts that the lowest face-stationary point agrees with a simplex grid within a derived error bound, also when one density is duplicated. For the substitution \(c_i=t_i^2/\sum_j t_j^2\), finite differences confirm that the stationary points of all seven faces of a three-density model are stationary in \(t\), with curvature set by the KKT multipliers. In that model 153 of 200 local searches reach the global minimum. For water at the RHF/6-31G level, the program asserts that \(f\) equals the energy of the averaged density, that the ADIIS function agrees with it, and that the EDIIS minimum does not rise while the history is complete. It also asserts the residual law of the blend, \(|r|^2=|r_D|^2+\omega^2(|r_E|^2-|r_D|^2)\), where \(r_E\) and \(r_D\) are the EDIIS and DIIS residuals and \(\omega\) is the EDIIS share. The commutator norm falls below \(10^{-7}\) hartree after 12 iterations with DIIS, 13 with the blend, 34 with EDIIS and 41 with plain iteration.

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

## Program and output

```python
"""EDIIS on the simplex, solved globally by enumerating faces.

Result under test: the global minimum over c_i >= 0, sum c_i = 1 of
    f(c) = sum_i c_i E_i - (1/4) sum_ij c_i c_j M_ij,
    M_ij = Tr (F_i - F_j)(P_i - P_j),
is the lowest feasible stationary point among the faces of the simplex whose
reduced Hessian is positive definite.  The substitution c_i = t_i^2/sum t^2
has the same local minima plus extra saddles.  A blend
c = omega c_EDIIS + (1 - omega) c_DIIS has squared residual
    |r_D|^2 + omega^2 (|r_E|^2 - |r_D|^2).
P: total closed-shell density matrix, F: Fock matrix, E: energy (hartree),
r: commutator FPS - SPF in the orthonormal basis, lam: multiplier of
sum c = 1, mu_i: multipliers of c_i >= 0.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize
from pyscf import gto, scf

rng = np.random.default_rng(7)


def f_value(E, M, c):
    return E @ c - c @ M @ c / 4


def face_points(E, M):
    """Feasible stationary points: (support, c, f, lam, min mu, curvature)."""
    n = len(E)
    A = -M / 2
    scale = np.abs(A).max() or 1.0
    found = []
    for size in range(1, n + 1):
        for support in combinations(range(n), size):
            s = list(support)
            A_face = A[np.ix_(s, s)] / scale
            border = np.zeros((size + 1, size + 1))
            border[:size, :size] = A_face
            border[:size, size] = -1
            border[size, :size] = 1
            try:
                x = np.linalg.solve(border, np.append(-E[s] / scale, 1.0))
            except np.linalg.LinAlgError:
                continue
            if not np.all(np.isfinite(x)) or x[:size].min() <= 1e-12:
                continue
            c = np.zeros(n)
            c[s] = x[:size] / x[:size].sum()
            lam = x[size] * scale
            off = [i for i in range(n) if i not in support]
            mu = (E + A @ c)[off] - lam
            curvature = np.inf
            if size > 1:
                Z = np.vstack([np.eye(size - 1), -np.ones(size - 1)])
                curvature = np.linalg.eigvalsh(Z.T @ A_face @ Z)[0] * scale
            found.append((support, c, f_value(E, M, c), lam,
                          mu.min() if off else np.inf, curvature))
    return found


def global_min(E, M):
    return min(face_points(E, M), key=lambda p: p[2])


def strict_minima(points):
    return [p for p in points if p[4] > 1e-10 and p[5] > 1e-10]


def h_and_gradient(t, E, M):
    norm2 = t @ t
    c = t * t / norm2
    w = E - M @ c / 2
    return f_value(E, M, c), 2 * t / norm2 * (w - c @ w)


def substitution_search(E, M, t):
    """Local search in t; t is renormalised once and the search resumed."""
    for _ in range(2):
        t = t / np.linalg.norm(t)
        t = minimize(h_and_gradient, t, args=(E, M), jac=True, method="BFGS",
                     options={"gtol": 1e-9}).x
    return t * t / (t @ t), h_and_gradient(t, E, M)[0]


def random_t(n):
    return np.sqrt(rng.dirichlet(np.ones(n)))


# ---------------- three-density model with round parameters ----------------
E3 = np.array([0.00, 0.10, -0.05])
M3 = np.array([[0.0, 0.8, -0.4], [0.8, 0.0, -0.4], [-0.4, -0.4, 0.0]])
points3 = face_points(E3, M3)
best3 = min(points3, key=lambda p: p[2])
minima3 = strict_minima(points3)
print("Model E (hartree):", E3)
print("Model M12, M13, M23 (hartree):", M3[0, 1], M3[0, 2], M3[1, 2])
print("Face | c | f | min mu | min curvature (hartree)")
for sup, c, f, lam, mu, curv in points3:
    print("".join(str(i + 1) for i in sup), np.round(c, 4),
          f"{f:.5f} {mu:.4f} {curv:.4f}")
    assert abs(f - (E3 @ c + lam) / 2) < 1e-13
    t0 = np.sqrt(c)
    for k in range(3):
        d = 1e-4 * np.eye(3)[k]
        up, mid, down = (h_and_gradient(t, E3, M3)[0]
                         for t in (t0 + d, t0, t0 - d))
        assert abs(up - down) / 2e-4 < 1e-6          # stationary in t
        if k not in sup:                             # curvature is 2 mu_k
            mu_k = (E3 - M3 @ c / 2)[k] - lam
            assert abs((up - 2 * mid + down) / 1e-8 - 2 * mu_k) < 1e-5
t_test = rng.normal(size=3)
numeric = [(h_and_gradient(t_test + d, E3, M3)[0]
            - h_and_gradient(t_test - d, E3, M3)[0]) / 2e-5
           for d in 1e-5 * np.eye(3)]
assert np.allclose(numeric, h_and_gradient(t_test, E3, M3)[1], atol=1e-7)
kkt3 = [p for p in points3 if p[4] >= 0]
print("Model: stationary, KKT, strict minima:",
      len(points3), len(kkt3), len(minima3))
assert len(kkt3) > len(minima3) > 1                  # KKT is not sufficient
starts = 200
hits = 0
for _ in range(starts):
    f_end = substitution_search(E3, M3, random_t(3))[1]
    assert min(abs(f_end - p[2]) for p in minima3) < 1e-7
    hits += abs(f_end - best3[2]) < 1e-7
print(f"Model: substitution reaches global minimum: {hits} of {starts}")
c_start = np.array([0.05, 0.05, 0.90])
c_trap, f_trap = substitution_search(E3, M3, np.sqrt(c_start))
print("Start", c_start, "ends at", np.round(np.abs(c_trap), 4),
      f"f = {f_trap:.5f} hartree")
assert f_trap > best3[2] + 1e-3
c_stuck, f_stuck = substitution_search(E3, M3, np.array([1.0, 0.0, 0.0]))
print("Start at vertex 1 stays at", c_stuck, f"f = {f_stuck:.5f} hartree")
assert np.allclose(c_stuck, [1, 0, 0])

# ---------------- four densities against a simplex grid --------------------
GRID = 40
grid = np.array([(i, j, k, GRID - i - j - k) for i in range(GRID + 1)
                 for j in range(GRID + 1 - i)
                 for k in range(GRID + 1 - i - j)]) / GRID


def check_on_grid(E, M):
    """Rounding within the optimal face moves each c_i by at most 1/GRID."""
    points = face_points(E, M)
    f_best = min(p[2] for p in points)
    f_definite = min(p[2] for p in points if p[5] > 1e-10)
    assert abs(f_best - f_definite) < 1e-10
    f_grid = (grid @ E - np.einsum("ai,ij,aj->a", grid, M, grid) / 4).min()
    bound = 0.5 * np.linalg.norm(M / 2, 2) * 4 / GRID**2
    assert -1e-11 < f_grid - f_best < bound + 1e-11
    return points, f_best, f_grid, bound


cases, tries, several, missed = 8, 25, 0, 0
for _ in range(cases):
    E = 0.2 * rng.normal(size=4)
    M = np.triu(rng.normal(size=(4, 4)), 1)
    M = M + M.T
    points, f_best, _, _ = check_on_grid(E, M)
    minima = strict_minima(points)
    several += len(minima) > 1
    for _ in range(tries):
        f_end = substitution_search(E, M, random_t(4))[1]
        assert min(abs(f_end - p[2]) for p in minima) < 1e-6
        missed += f_end > f_best + 1e-6
duplicate = [0, 1, 2, 1]                             # singular faces occur
check_on_grid(E3[duplicate], M3[np.ix_(duplicate, duplicate)])
print(f"Random problems: {cases}, with several minima: {several}")
print(f"Random: searches ending above global: {missed} of {cases * tries}")

# ---------------- water, RHF/6-31G -----------------------------------------
bond, angle = 1.00, 105.0
a = np.radians(angle)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (bond, 0, 0)],
                  ["H", (bond * np.cos(a), bond * np.sin(a), 0)]],
            basis="6-31g", unit="Angstrom", verbose=0)
S = mol.intor("int1e_ovlp")
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e")
s_val, s_vec = np.linalg.eigh(S)
X = s_vec @ np.diag(s_val**-0.5) @ s_vec.T
n_occ = mol.nelectron // 2


def fock(P):
    return (h_core + np.einsum("pqrs,rs->pq", eri, P)
            - 0.5 * np.einsum("prqs,rs->pq", eri, P))


def energy(P):
    return 0.5 * np.sum(P * (h_core + fock(P))) + mol.energy_nuc()


def aufbau(F):
    C = eigh(F, S)[1][:, :n_occ]
    return 2 * C @ C.T


def pair_matrix(Fs, Ps):
    return np.array([[np.sum((Fi - Fj) * (Pi - Pj)) for Fj, Pj in zip(Fs, Ps)]
                     for Fi, Pi in zip(Fs, Ps)])


def diis_weights(Rs):
    """Least squares with the last weight eliminated by sum c = 1."""
    if len(Rs) == 1:
        return np.ones(1)
    last = Rs[-1].ravel()
    columns = np.array([R.ravel() - last for R in Rs[:-1]]).T
    c = np.linalg.lstsq(columns, -last, rcond=None)[0]
    return np.append(c, 1 - c.sum())


EPS_H, KEEP, TARGET = 0.1, 8, 1e-7


def run(method, max_iter=60):
    P = aufbau(h_core)
    Ps, Fs, Es, Rs, log = [], [], [], [], []
    for _ in range(max_iter):
        F = fock(P)
        R = X @ (F @ P @ S - S @ P @ F) @ X
        for store, item in ((Ps, P), (Fs, F), (Es, energy(P)), (Rs, R)):
            store.append(item)
            del store[:-KEEP]
        row = {"eps": np.linalg.norm(R), "E": Es[-1]}
        log.append(row)
        if row["eps"] < TARGET:
            break
        omega = {"plain": 0.0, "DIIS": 0.0, "EDIIS": 1.0,
                 "blend": min(1.0, row["eps"] / EPS_H)}[method]
        c_E = c_D = np.eye(len(Es))[-1]
        if method in ("EDIIS", "blend"):
            shifted = np.array(Es) - min(Es)
            best = global_min(shifted, pair_matrix(Fs, Ps))
            c_E = best[1]
            row["f"] = best[2] + min(Es)
        if method in ("DIIS", "blend"):
            c_D = diis_weights(Rs)
        c = omega * c_E + (1 - omega) * c_D
        F_mix = np.tensordot(c, np.array(Fs), 1)
        P_mix = np.tensordot(c, np.array(Ps), 1)
        P = aufbau(F_mix)
        row["slope"] = np.sum(F_mix * (P - P_mix))
        row["omega"] = omega
        row["rE"], row["rD"], row["r"] = (
            np.linalg.norm(np.tensordot(v, np.array(Rs), 1))
            for v in (c_E, c_D, c))
        if method == "blend":
            law = row["rD"]**2 + omega**2 * (row["rE"]**2 - row["rD"]**2)
            size2 = max(np.linalg.norm(r) for r in Rs)**2
            assert abs(row["r"]**2 - law) < 1e-9 * size2
    return log, Ps, Fs, np.array(Es)


E_ref = scf.RHF(mol).run(conv_tol=1e-12).e_tot
print(f"Water: O-H {bond:.2f} angstrom, angle {angle:.0f} degrees")
print(f"RHF/6-31G reference energy: {E_ref:.8f} hartree")

_, P4, F4, E4 = run("plain", max_iter=4)
M4 = pair_matrix(F4, P4)
for _ in range(5):                                   # weights of any sign
    c = rng.normal(size=4)
    c += (1 - c.sum()) / 4
    P_mix = np.tensordot(c, np.array(P4), 1)
    assert abs(energy(P_mix) - f_value(E4, M4, c)) < 1e-8
    assert np.allclose(fock(P_mix), np.tensordot(c, np.array(F4), 1),
                       atol=1e-9)
    adiis = E4[-1] + sum(c[i] * np.sum(F4[-1] * (P4[i] - P4[-1]))
                         for i in range(4))
    adiis += 0.5 * sum(c[i] * c[j] * np.sum((P4[i] - P4[-1])
                                            * (F4[j] - F4[-1]))
                       for i in range(4) for j in range(4))
    assert abs(adiis - energy(P_mix)) < 1e-8
points4, f4, f4_grid, bound4 = check_on_grid(E4 - E4.min(), M4)
best4 = min(points4, key=lambda p: p[2])
assert best4[4] > -1e-9
ends = [substitution_search(E4 - E4.min(), M4, random_t(4))[1]
        for _ in range(40)]
assert -1e-9 < min(ends) - f4 < 1e-6
print("First four plain E - E_ref (hartree):", np.round(E4 - E_ref, 5))
print("M12 M13 M14 M23 M24 M34 (hartree):",
      np.round(M4[np.triu_indices(4, 1)], 4))
print("Global EDIIS weights:", np.round(best4[1], 5))
print(f"EDIIS minimum - E_ref: {f4 + E4.min() - E_ref:.6f} hartree")
print(f"Smallest multiplier off the face: {best4[4]:.5f} hartree")
print(f"Grid minimum above it: {f4_grid - f4:.2e},"
      f" bound {bound4:.2e} hartree")
print("Faces with feasible stationary point, strict minima:",
      len(points4), len(strict_minima(points4)))
print("Substitution searches within 1e-6 hartree of global:",
      sum(e < f4 + 1e-6 for e in ends), "of", len(ends))

logs = {m: run(m)[0] for m in ("plain", "DIIS", "EDIIS", "blend")}
early = [row for row in logs["EDIIS"][:KEEP] if "f" in row]
f_early = np.array([row["f"] for row in early])
assert np.all(np.diff(f_early) < 1e-9)               # history still complete
assert all(row["slope"] < 1e-9 for row in early)
print("EDIIS minimum - E_ref, iterations 1-5 (hartree):",
      np.round(f_early[:5] - E_ref, 6))

final = logs["blend"][-1]
assert final["eps"] < TARGET and abs(final["E"] - E_ref) < 1e-8
print(f"Blend: eps_h = {EPS_H} hartree, history {KEEP}")
print("It | eps | omega | |r_E| | |r_D| | |r| (hartree; omega pure)")
for i, row in enumerate(logs["blend"][:17], 1):
    if "omega" in row:
        print(i, f"{row['eps']:.2e} {row['omega']:.2e} {row['rE']:.2e}"
              f" {row['rD']:.2e} {row['r']:.2e}")
print(f"Blend final: eps {final['eps']:.1e},"
      f" E - E_ref {final['E'] - E_ref:.1e} hartree")


def first_below(log, limit):
    return next((i for i, row in enumerate(log, 1) if row["eps"] < limit),
                "not reached")


print(f"First iteration with eps below 1e-1, 1e-3, {TARGET:.0e} hartree:")
for name, log in logs.items():
    print(f"{name}:", ", ".join(str(first_below(log, x))
                                for x in (1e-1, 1e-3, TARGET)),
          f"(ran {len(log)}, last eps {log[-1]['eps']:.1e})")
print("PASS")
```

Printed output:

```
Model E (hartree): [ 0.    0.1  -0.05]
Model M12, M13, M23 (hartree): 0.8 -0.4 -0.4
Face | c | f | min mu | min curvature (hartree)
1 [1. 0. 0.] 0.00000 -0.3000 inf
2 [0. 1. 0.] 0.10000 -0.5000 inf
3 [0. 0. 1.] -0.05000 0.2500 inf
12 [0.625 0.375 0.   ] -0.05625 0.3000 0.8000
13 [0.625 0.    0.375] 0.02812 -0.1500 -0.4000
23 [0.    0.875 0.125] 0.10313 -0.4500 -0.4000
123 [0.375 0.125 0.5  ] 0.01875 inf -1.2000
Model: stationary, KKT, strict minima: 7 3 2
Model: substitution reaches global minimum: 153 of 200
Start [0.05 0.05 0.9 ] ends at [0. 0. 1.] f = -0.05000 hartree
Start at vertex 1 stays at [1. 0. 0.] f = 0.00000 hartree
Random problems: 8, with several minima: 6
Random: searches ending above global: 33 of 200
Water: O-H 1.00 angstrom, angle 105 degrees
RHF/6-31G reference energy: -75.98028477 hartree
First four plain E - E_ref (hartree): [6.42335 5.16007 2.42696 1.42823]
M12 M13 M14 M23 M24 M34 (hartree): [17.4993 -0.0647  8.9789 12.2791 -0.2497  5.7318]
Global EDIIS weights: [0.      0.      0.32576 0.67424]
EDIIS minimum - E_ref: 1.124105 hartree
Smallest multiplier off the face: 2.74961 hartree
Grid minimum above it: 1.64e-06, bound 1.50e-02 hartree
Faces with feasible stationary point, strict minima: 7 1
Substitution searches within 1e-6 hartree of global: 40 of 40
EDIIS minimum - E_ref, iterations 1-5 (hartree): [6.423346 3.558693 0.250896 0.086149 0.014451]
Blend: eps_h = 0.1 hartree, history 8
It | eps | omega | |r_E| | |r_D| | |r| (hartree; omega pure)
1 5.10e+00 1.00e+00 5.10e+00 5.10e+00 5.10e+00
2 4.80e+00 1.00e+00 2.00e+00 1.94e+00 2.00e+00
3 1.55e+00 1.00e+00 1.55e+00 8.60e-01 1.55e+00
4 9.99e-01 1.00e+00 6.59e-01 1.78e-01 6.59e-01
5 3.96e-01 1.00e+00 3.96e-01 4.10e-02 3.96e-01
6 2.45e-01 1.00e+00 1.35e-01 8.36e-03 1.35e-01
7 8.26e-02 8.26e-01 8.26e-02 2.24e-03 6.83e-02
8 4.20e-02 4.20e-01 3.59e-02 5.59e-04 1.51e-02
9 9.23e-03 9.23e-02 9.23e-03 1.12e-04 8.59e-04
10 4.40e-04 4.40e-03 4.40e-04 1.55e-05 1.56e-05
11 6.65e-06 6.65e-05 6.65e-06 1.38e-06 1.38e-06
12 4.19e-07 4.19e-06 4.19e-07 2.66e-07 2.66e-07
Blend final: eps 7.0e-08, E - E_ref 5.7e-14 hartree
First iteration with eps below 1e-1, 1e-3, 1e-07 hartree:
plain: 12, 22, 41 (ran 41, last eps 7.1e-08)
DIIS: 5, 8, 12 (ran 12, last eps 5.1e-08)
EDIIS: 7, 13, 34 (ran 34, last eps 6.4e-08)
blend: 7, 10, 13 (ran 13, last eps 7.0e-08)
PASS
```
